Thermionic-field emission through a parabolic depletion barrier

**1. An electron at the band edge**

Take an n-type semiconductor in contact with a metal at x = 0. An electron at the bottom of the bulk conduction band meets a barrier of height Vb, the band bending. If the depletion layer is uniformly charged and has width w, the barrier is

U(x) = Vb (1 − x/w)², 0 < x < w.

At energy zero the decay constant under the barrier, √(2mU), is a straight line in x. It falls from √(2mVb) at the metal to zero at x = w. The tunnelling exponent is twice the area of that triangle:

S(0) = 2 · ½ w √(2mVb) = w √(2mVb).

Since w grows as √Vb, S(0) is proportional to Vb. Write S(0) = Vb/E00. Cold electrons then carry a current proportional to exp(−Vb/E00), and electrons that climb over the top carry one proportional to exp(−Vb/kT). In between, electrons climb part of the way and tunnel through the rest. The exponent is still linear in Vb, with the slope energy

E0 = E00 coth(E00/kT),

and the dominant electrons have energy Em = Vb/cosh²(E00/kT).

**2. Model and units**

Equations are in Hartree atomic units, ħ = e = m_e = 4πε₀ = 1. The permittivity is ε = κ/4π, with κ the relative permittivity. Numbers are in meV, nm, K and A/cm², which suit a contact. E is the energy of motion normal to the interface, measured from the bulk band edge.

Full depletion with donor density N gives U'' = N/ε, because the electron's potential energy is minus the electrostatic potential. With U(w) = U'(w) = 0,

U = N (w − x)²/(2ε), and U(0) = Vb gives w² = 2εVb/N.

Inserting w into S(0),

w √(2mVb) = √(4εmVb²/N) = 2Vb √(εm/N),

so that

E00 = ½ √(N/(εm)).

The barrier is half of an oscillator well, U = ½mΩ²(w − x)², with Ω = √(N/(εm)) = 2E00. In SI units E00 = (ħe/2) √(N/(mκε₀)), in joules, with m in kilograms.

Let ζ be the bulk band edge minus the bulk Fermi level; it is negative when the Fermi level lies in the band. For a barrier φb above the metal Fermi level and forward bias V,

Vb = φb − ζ − V.

The model omits the image force, the discreteness of donors and the mobile charge at the edge of the depletion layer. The mass is isotropic and equal on both sides. The band is taken as parabolic even under the barrier; in a real gap the decay constant falls below √(2m(U − E)) once U − E is a sizeable fraction of the gap.

**3. From transmission to current**

Transverse momentum is conserved. With equal masses the transverse energy E⊥ is conserved too, so the transmission D depends on E alone. The current of electrons into the metal, less the return current, is

J = 2 ∫ d³k/(2π)³ v D (f_s − f_m).

Use v dk = dE for the normal direction and d²k⊥ = 2πm dE⊥ for the transverse ones. The constant is 2 · 2πm/(8π³) = m/(2π²). The transverse integral of the semiconductor's Fermi function is

∫₀^∞ dE⊥ /[1 + e^((E+E⊥+ζ)/kT)] = kT ln[1 + e^(−(E+ζ)/kT)].

The metal Fermi level is lower by V, so its term has ζ + V in place of ζ. When E + ζ ≫ kT for the energies that matter, ln(1 + z) ≈ z, and

J = (m kT/2π²) e^(−ζ/kT) (1 − e^(−V/kT)) I,
I = ∫₀^∞ D(E) e^(−E/kT) dE.

Take D = e^(−S) below the barrier top and D = 1 above it. Section 8 adds the factor due to an abrupt metal interface.

**4. The action**

Below the top, S = 2∫√(2m(U − E)) dx from the metal to the turning point. Let r = E/Vb and y = 1 − x/w, so dx = −w dy and the turning point is y = √r:

S = 2w √(2mVb) ∫_{√r}^{1} √(y² − r) dy.

An antiderivative is ½[y√(y² − r) − r ln(y + √(y² − r))]. At y = 1 it equals ½[√(1−r) − r ln(1 + √(1−r))], and at y = √r it equals −½ r ln√r. The logarithms combine into ln[(1 + √(1−r))/√r] = arcosh(1/√r). With w√(2mVb) = Vb/E00,

S = (Vb/E00) g(r), g(r) = √(1−r) − r arcosh(1/√r).

To differentiate, note that

d/dr arcosh(r^(−1/2)) = −½ r^(−3/2)/√(1/r − 1) = −1/(2r√(1−r)).

Hence

g' = −1/(2√(1−r)) − arcosh(1/√r) + 1/(2√(1−r)) = −arcosh(1/√r),

dS/dE = −(1/E00) arcosh √(Vb/E).

**5. The dominant energy**

The integrand of I is e^(−F) with F = S + E/kT. It is largest where dF/dE = 0:

arcosh √(Vb/Em) = E00/kT ≡ a, or Em = Vb/cosh²a.

This condition has a mechanical reading. Differentiating the action integral gives −dS/dE = 2∫ m dx/√(2m(U − E)); the moving endpoint adds nothing because the integrand of S vanishes there. This is the time for a round trip under the barrier in imaginary time, where the force is reversed and w − x grows as cosh(Ωτ) from the turning point. The dominant electron is the one whose round trip lasts 1/kT (ħ/kT in ordinary units). A hotter contact allows less time, so the path is shorter and lies nearer the top.

At Em, √(1−r) = √(1 − 1/cosh²a) = tanh a. Therefore

F(Em) = (Vb/E00)(tanh a − a/cosh²a) + Vb/(kT cosh²a).

Since 1/kT = a/E00, the last two terms cancel:

F(Em) = Vb tanh a/E00 = Vb/E0, E0 = E00 coth a.

There is a second route to the slope. At fixed E,

∂S/∂Vb = (g − r g')/E00 = √(1−r)/E00.

Because F is stationary at Em, the shift of Em with Vb does not contribute at first order. The total derivative of F is thus √(1−r)/E00 = tanh a/E00 = 1/E0.

**6. Width, prefactor and next order**

Differentiating dS/dE once more,

d²S/dE² = 1/(2E00 Vb r√(1−r)) > 0,

so Em is a minimum of F. Call this curvature 1/σ². At the saddle

σ² = 2E00 Vb tanh a/cosh²a.

Extending the Gaussian integral to all energies gives I ≈ √(2π) σ e^(−Vb/E0), and

J ≈ (m kT/2π²) e^(−ζ/kT) (1 − e^(−V/kT)) [√(4πE00Vb tanh a)/cosh a] e^(−Vb/E0).

For the next order let δ = E − Em, and let F2, F3, F4 be derivatives of F at Em. F is Vb/E00 times a function of r, so δ/Vb is of order (E00/Vb)^(1/2). The cubic term squared and the quartic term both contribute at order E00/Vb. With the Gaussian averages ⟨δ⁴⟩ = 3σ⁴ and ⟨δ⁶⟩ = 15σ⁶, the relative correction is

F3²⟨δ⁶⟩/72 − F4⟨δ⁴⟩/24 = 5F3²σ⁶/24 − F4σ⁴/8.

Let ℓ = d ln F2/dr = −1/r + 1/(2(1−r)). Then F3 = F2 ℓ/Vb and F4 = F2(ℓ² + ℓ')/Vb², with F2 = 1/σ². The correction becomes

(σ²/Vb²)(ℓ²/12 − ℓ'/8).

Here

ℓ² = 1/r² − 1/(r(1−r)) + 1/(4(1−r)²),
ℓ' = 1/r² + 1/(2(1−r)²).

The bracket is therefore

−(1/24)[1/r² + 2/(r(1−r)) + 1/(1−r)²] = −1/(24r²(1−r)²).

Multiplying by σ²/Vb² = 2(E00/Vb) r√(1−r) gives −K E00/Vb, with

K = 1/(12 r(1−r)^(3/2)) = cosh⁵a/(12 sinh³a).

The saddle current is multiplied by 1 − K E00/Vb. K is smallest at r = 2/5 and grows without limit as the saddle approaches the band edge or the barrier top.

**7. What a current-voltage plot measures**

At fixed doping and temperature, E00, E0 and ζ do not depend on V, while dVb/dV = −1. To the order kept,

d/dV ln[J/(1 − e^(−V/kT))] = 1/E0 − 1/(2Vb) − K E00/Vb².

The second term comes from √Vb in the prefactor and the third from the next-order factor. E0 is the slope energy of the exponent. The inverse slope of the plot is somewhat larger than E0 and drifts with bias.

**8. An abrupt metal interface**

The semiconductor end of the tunnelling path is a smooth turning point; the metal end is a step. At a given energy the transmission is the same in both directions, because the Wronskian of the two scattering solutions is constant in x. It is simplest to take a wave incident from the metal and outgoing in the semiconductor. Near the turning point the potential is nearly linear, and the outgoing wave is the Airy combination Bi + i Ai. Its large-argument forms are π^(−1/2)|z|^(−1/4) e^(i(θ+π/4)) on the allowed side and π^(−1/2) z^(−1/4) e^(θ) under the barrier, where θ is the phase or decay integral from the turning point. An outgoing wave p^(−1/2)e^(i(θ+π/4)), with p the local momentum and flux 1/m, thus joins a barrier wave which at x = 0 has

ψ = k^(−1/2) e^(S/2), ψ' = −kψ, k = √(2m(Vb − E)).

In the metal, with wave number q, the incident amplitude is

A = ½[ψ + ψ'/(iq)] = ½ψ(1 + ik/q).

The transmission is the outgoing flux over the incident flux:

D = 1/(q|A|²) = [4qk/(q² + k²)] e^(−S) ≡ P e^(−S).

Let the metal band bottom lie B below the barrier top, independent of bias. At Em, k² = 2mVb tanh²a and q² = 2m(B − Vb tanh²a), so

P = 4√(u(1−u)), u = Vb tanh²a/B.

P can exceed one, since it multiplies an exponentially small number. As u is proportional to Vb, the slope in section 7 changes by

−d ln P/dVb = −(1 − 2u)/(2Vb(1−u)).

E0 itself is unchanged.

**9. Limits and failure**

Hot contact, a ≪ 1: coth a ≈ 1/a + a/3, so E0 ≈ kT(1 + a²/3) and Em approaches the top. Cold contact, a ≫ 1: E0 ≈ E00(1 + 2e^(−2a)) and Em approaches the band edge. A numerical search for the minimum of F gives E0/kT = 1.00333 at a = 0.1 and E0/E00 = 1.00067 at a = 4, in agreement with these expansions.

The Gaussian prefactor needs the saddle to lie several widths from both ends. Squaring Em ≫ σ and Vb − Em ≫ σ gives, apart from the numerical margin wanted,

band edge: Vb/E00 ≫ sinh 2a,
barrier top: Vb/E00 ≫ 2cosh a/sinh³a.

Boltzmann occupation also requires Em + ζ ≫ kT, and the WKB form requires S(Em) ≫ 1 and Em ≫ E00. The second WKB condition keeps the turning point away from the flat foot of the barrier, where the linear approximation of section 8 fails.

In a cold degenerate semiconductor Em can fall below the Fermi level, which lies at −ζ > 0. There the supply function is no longer exponential, so the saddle condition does not apply. Below the Fermi level the cold supply falls only linearly, as −ζ − E, while D rises roughly exponentially with E; above it the cold supply vanishes. In the cold limit the current therefore peaks below the Fermi level, by about E00/arcosh√(−Vb/ζ) when V is larger than this shift. For the exponent evaluated at E = −ζ, section 5 gives the slope √(1 + ζ/Vb)/E00. The prefactor also depends on Vb, so the slope of ln J differs somewhat from this value. This is field emission.

**10. Worked example**

The contact has round model parameters: m = 0.3, κ = 10, N = 5×10¹⁸ cm⁻³, φb = 1000 meV, V = 200 mV, T = 300 K and B = 6000 meV. With fully ionized donors, neutrality reads

N = [(2m)^(3/2)/(2π²)] ∫₀^∞ √E dE/[1 + e^((E+ζ)/kT)],

and gives ζ = −15.9 meV. Hence

Vb = 1000 + 15.9 − 200 = 815.9 meV, w = 13.4 nm.

With E00 = 23.97 meV and kT = 25.85 meV, a = 0.927 and

E0 = 32.87 meV (1.208×10⁻³ hartree),
Em = 382.0 meV (1.404×10⁻² hartree).

The dominant electron climbs slightly less than half the barrier. Its thermal cost is Em/kT = 14.78 and its tunnelling cost S = 10.05; the sum is 24.82 = Vb/E0. Although the bulk Fermi level lies in the band, (Em + ζ)/kT = 14.2, so Boltzmann occupation holds where the current flows.

The width is σ = 115.6 meV, so the current is spread over a good part of the barrier. Its mean energy is 391.6 meV, 9.7 meV above Em. The cubic term in F explains the shift: to leading order ⟨δ⟩ = −F3σ⁴/2 = −σ²ℓ/(2Vb). With r = 0.468, ℓ = −1.20, and the shift is 9.8 meV.

For the current, √(2π)σ/kT = 11.2, e^(−ζ/kT) = 1.85, e^(−Vb/E0) = 1.66×10⁻¹¹ and the bias factor is 0.9996. Their product, 3.43×10⁻¹⁰, multiplies m(kT)²/2π² and gives J = 1.113×10⁻³ A/cm². The correction K E00/Vb = 0.0135 lowers it to 1.098×10⁻³ A/cm². The double energy integral with Fermi functions gives 1.097×10⁻³ A/cm², a difference of about 0.1%. These currents use D = e^(−S), without P.

The inverse slope from section 7 is

1/(1/32.867 − 1/1631.8 − 0.01348/815.9) = 33.56 meV,

against 33.57 meV from the double integral. Reading it as E0 would overestimate E0 by 2%.

For the interface, u = 433.9/6000 = 0.0723 and P = 1.036. Integrating the wave equation through the barrier at Em gives D = 4.38×10⁻⁵, which is 0.978 of P e^(−S). Including P raises the predicted inverse slope to 34.21 meV; the wave equation with Boltzmann weights gives 34.31 meV. The agreement supports the semiclassical exponent within this one-dimensional model. It says nothing about the effects omitted in section 2, and for these parameters they are not small. The field at the metal is 2Vb/w = 1.2 MV/cm, so the image force would lower the barrier top by about 130 meV and raise J roughly threefold. The mobile charge would lower J by about a quarter. The tunnelling length w(1 − √r) = 4.2 nm is shorter than the mean donor spacing N^(−1/3) = 5.8 nm. The dominant electron enters the metal 434 meV below the band edge, where a parabolic band overestimates the decay constant unless the gap is much larger than this. The currents above are values of the model, not predictions for a real contact.

**11. Reading the temperature table**

The table in the numerical output keeps Vb fixed and compares the WKB–Boltzmann integral I with its saddle value. At 200, 300 and 400 K the saddle lies at least two widths from either end, and the ratios 0.981, 0.986 and 0.980 pass a test against 1 − K E00/Vb with a tolerance of 0.01.

At 100 K, Em is 12.4 meV, half a width above the band edge and only 1.4 kT. The ratio is 0.905, while the next-order formula predicts about 0.84. Boltzmann occupation cannot be assumed there either, so this row shows where the saddle method breaks down and is not a prediction of the current.

At 1000 K the saddle is 0.6 widths below the top. The ratio is 1.05, while the next-order formula predicts about 0.87, so the correction has the wrong sign. The modest error of the uncorrected saddle value is no evidence that the expansion holds.

**12. Order of computation**

1. Solve neutrality for ζ, then form Vb, E00 and a.
2. Compute Em, σ and the ratios Em/σ and (Vb − Em)/σ. Check also (Em + ζ)/kT, Em/E00 and S(Em).
3. If all are comfortably large, evaluate ln J from section 6 and add ln(1 − K E00/Vb). For an abrupt interface of the kind in section 8, add ln P too. Working with logarithms avoids underflow for high barriers.
4. Otherwise integrate over energy with the logarithmic supply functions of section 3. For an abrupt interface, multiply e^(−S) by the factor 4qk/(q² + k²) of section 8, evaluated at each energy. Near the band edge or the barrier top, replace the WKB transmission by that of the wave equation.
5. To extract E0 from a current that obeys this model, with Vb known and V the voltage across the barrier itself, first divide J by 1 − e^(−V/kT), then add 1/(2Vb) to the measured slope. For an abrupt interface of the kind in section 8, add (1 − 2u)/(2Vb(1−u)) as well. Since u depends on a, this last step is iterated. In a real contact the image force, the non-parabolic band in the gap and series resistance can change the slope by amounts comparable to these corrections or larger, so the result is then an effective slope energy and need not equal E00 coth a.

Calculated quantities

```
effective mass: 0.30 electron masses
relative permittivity: 10.00
donor density: 5.0e+18 cm^-3
temperature: 300 K
barrier phi_b: 1000 meV
forward bias: 200 mV
metal band depth below barrier top: 6000 meV
kT: 25.852 meV
zeta from neutrality: -15.88 meV
band bending Vb: 815.88 meV
depletion width: 13.430 nm
E00: 23.969 meV
E00 in atomic units: 8.8085e-04 hartree
a = E00/kT: 0.9272
slope energy E0: 32.867 meV
slope energy E0 in atomic units: 1.2078e-03 hartree
dominant energy Em, formula: 381.97 meV
dominant energy Em in atomic units: 1.4037e-02 hartree
dominant energy, numerical search: 381.97 meV
Em below barrier top: 433.92 meV
action S at Em: 10.0484
thermal exponent Em/kT: 14.7752
total exponent Vb/E0: 24.8236
total exponent, numerical search: 24.8236
round-trip imaginary time times kT: 1.00000000
Gaussian width sigma: 115.56 meV
mean energy of the current: 391.62 meV
rms energy width of the current: 112.36 meV
K, formula: 0.4589
K, from integral at 40 Vb: 0.4595
relative correction K E00/Vb: 0.01348
J, saddle: 1.1129e-03 A/cm^2
J, saddle with correction: 1.0979e-03 A/cm^2
J, double integral: 1.0967e-03 A/cm^2
inverse log slope, formula: 33.561 meV
inverse log slope, double integral: 33.567 meV
WKB transmission exp(-S) at Em: 4.3254e-05
interface factor P at Em: 1.0361
wave-equation transmission at Em: 4.3824e-05
wave-equation D / (P exp(-S)): 0.9779
inverse log slope with P, formula: 34.210 meV
inverse log slope, wave equation: 34.314 meV
E0/kT at a = 0.1, numerical search: 1.003331
E0/E00 at a = 4, numerical search: 1.000671
Table at fixed Vb; energies in meV; last = integral/saddle
T(K) kT E0 Em sigma Em/sigma (Vb-Em)/sigma ratio
100 8.62 24.15 12.4 24.3 0.51 33.04 0.9048
200 17.23 27.13 179.3 87.1 2.06 7.31 0.9810
300 25.85 32.87 382.0 115.6 3.31 3.75 0.9856
400 34.47 39.85 520.8 122.5 4.25 2.41 0.9800
600 51.70 55.36 662.9 117.3 5.65 1.30 0.9694
1000 86.17 88.38 755.9 99.1 7.63 0.61 1.0548
```
